# Null Conditions and Zones of a Polariser–Compensator–Sample–Analyser Ellipsometer

## 1. The instrument without a sample

Let light pass straight through a polariser, a quarter-wave plate with its fast axis at \(45^\circ\), and an analyser. For which settings is the detector dark?

An analyser can extinguish linearly polarised light but not elliptically polarised light. A quarter-wave plate leaves linear light linear only if the polariser lies along one of the plate's axes. There are two such cases:

- Polariser at \(45^\circ\), along the fast axis. The light stays linear at \(45^\circ\), and the crossed analyser stands at \(-45^\circ\).
- Polariser at \(135^\circ\), along the slow axis. The light stays linear at \(135^\circ\), which is the same line as \(-45^\circ\), and the crossed analyser stands at \(+45^\circ\).

The two dark settings have analyser azimuths of opposite sign because the two light beams are orthogonal. A reflecting sample changes the angles, and the two reflected beams are in general no longer orthogonal. The beams that fall on the sample at the two dark settings still are, and Section 6 shows that this keeps the signs opposite.

## 2. Conventions

The direction p lies in the plane of incidence and s is perpendicular to it. In the incident and in the reflected beam, p, s and the propagation direction form a right-handed triad. Azimuths are measured from p towards s. A polariser turned by \(180^\circ\) is the same polariser, so azimuths are defined modulo \(180^\circ\); we quote the analyser azimuth \(A\) between \(-90^\circ\) and \(90^\circ\).

Fields vary as \(e^{+i\omega t}\), so a delay by a quarter period multiplies an amplitude by \(e^{-i\pi/2}=-i\), and an absorbing medium has index \(n-ik\). The sample is isotropic and does not depolarise: it multiplies the p amplitude by \(r_p\) and the s amplitude by \(r_s\), without mixing them. We write

\[
\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta},\qquad 0<\psi<90^\circ .
\]

The light is monochromatic, and the polarisers are ideal until Section 8.

## 3. The light that reaches the sample

Let \(P\) be the polariser azimuth, \(C\) that of the fast axis, and \(x=P-C\). For unit amplitude the components behind the plate are

\[
E_{\rm fast}=\cos x,\qquad E_{\rm slow}=-i\sin x .
\]

In the (p, s) frame the fast direction is \((\cos C,\sin C)\) and the slow direction is \((-\sin C,\cos C)\). Hence

\[
E_p=\cos x\cos C+i\sin x\sin C,\qquad
E_s=\cos x\sin C-i\sin x\cos C .
\]

At \(C=45^\circ\) both trigonometric factors of \(C\) are \(1/\sqrt2\), and

\[
E_p=\frac{e^{ix}}{\sqrt2},\qquad E_s=\frac{e^{-ix}}{\sqrt2},\qquad
\chi\equiv\frac{E_p}{E_s}=e^{2ix}=e^{i(2P-90^\circ)} .
\]

The p and s amplitudes are equal for every \(P\). Turning the polariser changes their phase difference and nothing else.

## 4. The null conditions

The analyser passes the field component along \((\cos A,\sin A)\). The detector is dark when

\[
r_pE_p\cos A+r_sE_s\sin A=0 .
\]

Here \(\cos A\) cannot vanish, since \(r_sE_s\neq0\). Dividing by \(r_sE_s\cos A\) gives

\[
\tan A=-\rho\chi=-\tan\psi\;e^{i(\Delta+2P-90^\circ)} .
\]

The left side is real, so the phase on the right must be \(180^\circ\) or \(0^\circ\), modulo \(360^\circ\).

**Zone 1.** If \(\Delta+2P-90^\circ=180^\circ\), the exponential is \(-1\), and

\[
A=+\psi,\qquad P=135^\circ-\tfrac{\Delta}{2}.
\]

**Zone 2.** If \(\Delta+2P-90^\circ=0^\circ\), the exponential is \(+1\), and

\[
A=-\psi,\qquad P=45^\circ-\tfrac{\Delta}{2}.
\]

The polariser removes the phase difference \(\Delta\), so that the reflected light is linear. The analyser then crosses this line and reads \(\psi\). Turning the polariser by \(90^\circ\) changes the phase difference by \(180^\circ\), which reflects the line in the p axis and reverses the sign of \(A\).

Section 1 is recovered with \(\rho=1\), that is \(\psi=45^\circ\), \(\Delta=0\). In another limit, \(\Delta=180^\circ\), the polariser azimuths are \(45^\circ\) and \(-45^\circ\), again along the plate's axes: a real \(\rho\) keeps linear light linear, so the plate has nothing to correct. As \(\psi\to0\) the two analyser azimuths merge at zero, and as \(\psi\to90^\circ\) they merge at \(\pm90^\circ\), which are the same line. The sign then has no meaning.

## 5. How dark, and how sharp

The intensity near a null shows how well each angle can be located. Scale the sample so that \(|r_p|^2+|r_s|^2=1\), and drop a common phase: \(r_p=\sin\psi\,e^{i\Delta}\), \(r_s=\cos\psi\). The fraction \(F\) of the light behind the polariser that reaches the detector is, with \(\varphi=\Delta+2P-90^\circ\),

\[
F=\tfrac12\left|\sin\psi\cos A\,e^{i\varphi}+\cos\psi\sin A\right|^2
\]
\[
=\tfrac12\left[\sin^2\psi\cos^2A+\cos^2\psi\sin^2A+2\sin\psi\cos\psi\sin A\cos A\cos\varphi\right].
\]

Let \(p\) be the polariser's distance from its zone 1 azimuth. Then \(\varphi=180^\circ+2p\) and \(\cos\varphi=-1+2\sin^2p\). The \(-1\) completes the square of \(\sin(A-\psi)\), and

\[
F=\tfrac12\left[\sin^2(A-\psi)+\sin2\psi\,\sin2A\,\sin^2p\right].
\]

For \(0<A<90^\circ\) both terms are non-negative, and they vanish together at \(A=\psi\), \(p=0\).

For \(A<0\), measure the polariser from zone 2 by \(q=p+90^\circ\), so that \(\sin^2p=1-\sin^2q\). Since \(\sin^2(A-\psi)+\sin2\psi\sin2A=\sin^2(A+\psi)\),

\[
F=\tfrac12\left[\sin^2(A+\psi)+\sin2\psi\,|\sin2A|\,\sin^2q\right],
\]

which vanishes at \(A=-\psi\), \(q=0\) alone. At \(A=0\) and \(90^\circ\), \(F\) is \(\tfrac12\sin^2\psi\) and \(\tfrac12\cos^2\psi\), both positive. So there are two nulls and no others.

For small offsets \(a=A-\psi\) and \(p\), \(F\approx\frac12(a^2+p^2\sin^22\psi)\). The polariser null becomes shallow when \(\psi\) is near \(0\) or \(90^\circ\), so \(\Delta\) is then poorly determined.

## 6. Why an imperfect plate keeps the signs opposite

Let the plate now have any azimuth \(C\), any retardance \(\delta\), and an amplitude ratio \(T>0\) of slow to fast transmission. Its output is \((\cos x,\;Te^{-i\delta}\sin x)\) in the plate's frame. Define \(x'\) by \(\tan x'=T\tan x\). With \(N=\sqrt{\cos^2x+T^2\sin^2x}\) the output becomes

\[
N\,(\cos x',\;e^{-i\delta}\sin x').
\]

Apart from the overall factor, this is a lossless plate behind a polariser at \(x'\).

Take the outputs for \(x'\) and \(x'+90^\circ\), without the factor \(N\):

\[
(\cos x',e^{-i\delta}\sin x'),\qquad(-\sin x',e^{-i\delta}\cos x').
\]

They are orthogonal unit vectors, and remain so after the rotation to p and s. Call them 1 and 2. The matrix with these columns is unitary, so its rows are orthogonal too:

\[
E_{p1}E_{s1}^*+E_{p2}E_{s2}^*=0 .
\]

A null needs linear reflected light, that is \(g\equiv\mathrm{Im}(\rho E_pE_s^*)=0\). As a function of \(x'\), \(g\) is a real quadratic form in \(\cos x'\) and \(\sin x'\), and the row relation says \(g(x'+90^\circ)=-g(x')\). Therefore \(g=G\cos(2x'-\alpha)\) with constants \(G\) and \(\alpha\). If \(G\neq0\), it has two zeros modulo \(180^\circ\), separated by \(90^\circ\) in \(x'\).

Orthogonality of the columns, \(E_{p1}E_{p2}^*+E_{s1}E_{s2}^*=0\), gives \(\chi_1\chi_2^*=-1\), or \(\chi_2=-\chi_1/|\chi_1|^2\). With \(\tan A=-\rho\chi\) at each null,

\[
\tan A_2=\frac{\rho\chi_1}{|\chi_1|^2}=-\frac{\tan A_1}{|\chi_1|^2},
\qquad |\chi_1|^2=\frac{\tan^2A_1}{\tan^2\psi},
\]

and so

\[
\boxed{\tan A_1\tan A_2=-\tan^2\psi}
\]

The signs are opposite whatever the retardance and loss of the plate; for the ideal plate at \(45^\circ\) the magnitudes are equal as well. Two exceptions must be named. If \(G=0\), every polariser azimuth has a null; this happens, for example, with \(\delta=0\) and real \(\rho\). If the light at a null is purely p or purely s, as with a plate axis along p, the two tangents are zero and infinite and their product is undefined.

The rule was tested with three plates, \((C,\delta,T)=(20^\circ,70^\circ,0.7)\), \((45^\circ,110^\circ,0.8)\) and \((-33^\circ,60^\circ,1.2)\), by searching for the zeros of a detector signal built from delayed real waves. The largest relative deviation was \(1.1\times10^{-14}\).

The rule concerns true azimuths. If the analyser scale has a zero offset \(a_0\), an ideal plate gives the readings \(\psi+a_0\) and \(-\psi+a_0\). As long as neither reading passes \(\pm90^\circ\), their half-difference is still \(\psi\), but their signs are opposite only if \(|a_0|<\psi\).

## 7. Calibration: which errors cancel

**The other plate setting.** At \(C=-45^\circ\), \(x=P+45^\circ\), and the expressions of Section 3 give \(E_p=e^{-ix}/\sqrt2\), \(E_s=-e^{ix}/\sqrt2\). Then \(\chi=-e^{-i(2P+90^\circ)}\) and

\[
\tan A=\tan\psi\,e^{i(\Delta-2P-90^\circ)} .
\]

The nulls are \(A=+\psi\) with \(\Delta=2P+90^\circ\), and \(A=-\psi\) with \(\Delta=2P-90^\circ\). The two plate settings together supply four zones.

Now let the plate have small errors, \(C=45^\circ+c\), \(\delta=90^\circ+\eta\), \(T=1+\tau\), while the readings are converted with the ideal formulas. To first order the errors act separately. In the formulas \(c\) and \(\eta\) are in radians. Upper signs belong to zone 1.

**Azimuth error.** With \(x=P-45^\circ-c\), the field of Section 3 is rotated by a further \(c\): \(E_p\to E_p-cE_s\), \(E_s\to E_s+cE_p\). Hence

\[
\chi\approx e^{2ix}\left(1-ce^{-2ix}-ce^{2ix}\right)=e^{2ix}(1-2c\cos2x).
\]

The phase condition still fixes \(2x\), at \(180^\circ-\Delta\) in zone 1 and \(-\Delta\) in zone 2. Both polariser nulls move by \(+c\), and the inferred \(\Delta\), which contains \(-2P\), is wrong by \(-2c\). Since \(\cos2x=\mp\cos\Delta\), \(|\tan A|=\tan\psi(1\pm2c\cos\Delta)\). A relative change \(\epsilon\) of \(\tan\psi\) changes \(\psi\) by \(\epsilon\tan\psi\cos^2\psi=\frac12\epsilon\sin2\psi\), so the error in \(\psi\) is \(\pm c\sin2\psi\cos\Delta\).

**Retardance error.** Now \(e^{-i\delta}\approx-i-\eta\). Apart from \(1/\sqrt2\), \(E_p=e^{ix}+\eta\sin x\) and \(E_s=e^{-ix}-\eta\sin x\), so

\[
\chi\approx e^{2ix}\left[1+\eta\sin x\,(e^{-ix}+e^{ix})\right]=e^{2ix}(1+\eta\sin2x).
\]

With \(\sin2x=\pm\sin\Delta\), the error in \(\psi\) is \(\pm\frac12\eta\sin2\psi\sin\Delta\). The phase, and with it \(\Delta\), is unchanged at this order.

**Amplitude error.** From \(\tan x'=(1+\tau)\tan x\), \(x'\approx x+\frac12\tau\sin2x\). The null fixes \(x'\), so \(P\) moves by \(\mp\frac12\tau\sin\Delta\), and the inferred \(\Delta\) by \(\pm\tau\sin\Delta\).

Together,

\[
\text{error in }\Delta=-2c\pm\tau\sin\Delta,\qquad
\text{error in }\psi=\pm\sin2\psi\left(c\cos\Delta+\tfrac12\eta\sin\Delta\right).
\]

To first order, the mean over two zones removes everything except \(-2c\). To treat \(C=-45^\circ+c\), reverse the s axis in both beams. This leaves \(\rho\) unchanged and reverses all azimuths, so the plate stands at \(45^\circ-c\). The surviving error becomes \(+2c\), and the mean over four zones removes it. This requires the same \(c\) at both plate settings.

## 8. Example: 20 nm of oxide on silicon

Take an oxide film of thickness \(d=20\) nm on silicon, at \(\lambda=632.8\) nm and \(70^\circ\) incidence. The indices are assumed inputs of the example, 1.46 for the oxide and \(3.88-0.02i\) for silicon. With air, oxide and silicon numbered 0, 1, 2, the multiply reflected waves sum, for each polarisation, to

\[
r=\frac{r_{01}+r_{12}z}{1+r_{01}r_{12}z},\qquad z=e^{-4\pi i n_1d\cos\theta_1/\lambda},
\]

where \(r_{01}\) and \(r_{12}\) are the Fresnel coefficients of the two interfaces and \(\theta_1\) is the angle in the oxide. The result is \(\rho=-0.15848+0.18555i\). Thus

\[
\tan\psi=\sqrt{0.15848^2+0.18555^2}=0.2440,\qquad \psi=13.71^\circ,\quad\Delta=130.50^\circ .
\]

The zone 1 polariser azimuth is \(135^\circ-65.25^\circ=69.75^\circ\). In zone 2 it is \(45^\circ-65.25^\circ=-20.25^\circ\), equivalent to \(159.75^\circ\). The analyser stands at \(+13.71^\circ\) and \(-13.71^\circ\). The direct search for dark settings finds the same values.

Now give the plate a retardance of \(92^\circ\), \(T=0.99\) and \(c=0.1^\circ\), assumed values of a plausible size. In zone 1 the first-order formulas predict

\[
\text{error in }\Delta\approx-0.20^\circ-0.573^\circ\times0.760=-0.64^\circ,
\]
\[
\text{error in }\psi\approx0.461\,(-0.065^\circ+0.760^\circ)=+0.32^\circ .
\]

The computed errors are \(-0.66^\circ\) and \(+0.32^\circ\). With indices and incidence angle held fixed, \(\Delta\) changes by \(-1.81^\circ\) per nanometre of oxide, so thickness errors follow by division. All are relative to the true 20 nm, with the thickness taken from \(\Delta\) alone:

- zone 1 alone: \(+0.37\) nm
- two zones at \(C\approx+45^\circ\): \(+0.12\) nm
- four zones: \(+0.01\) nm

The four-zone mean of \(\Delta\) is still wrong by \(-0.0185^\circ\). Most of this is a second-order effect of the retardance. For \(T=1\) and \(C=45^\circ\),

\[
E_pE_s^*=\tfrac12\left(\cos2x+i\sin\delta\sin2x\right),
\]

so the phase \(y\) of \(\chi\) obeys \(\tan y=\sin\delta\tan2x\). With \(\sin\delta\approx1-\eta^2/2\), this gives \(2x\approx y+\frac14\eta^2\sin2y\). In both zones \(\sin2y=-\sin2\Delta\), and the inferred \(\Delta\) changes by \(+\frac14\eta^2\sin2\Delta=-0.017^\circ\). The sign is common to all zones, so averaging cannot remove it. The product rule has no such remainder: it returns \(\psi=13.713^\circ\) from either pair of zones.

**Finite extinction.** Let the polariser leak a fraction \(\varepsilon=10^{-5}\) of intensity in the crossed polarisation, added incoherently, while the analyser stays perfect. At the null this leaves \(\frac12\varepsilon\sin^22\psi=1.1\times10^{-6}\) of the polarised light, on the scale of Section 5. A polariser offset of about \(\sqrt\varepsilon\) rad, here \(0.18^\circ\), doubles this level. The analyser minimum itself moves by just \(-2\times10^{-4}\) degrees. An incoherent leak, as from an unpolarised source, therefore blurs the null far more than it displaces it, and the centre is better found from settings of equal intensity on either side. With a polarised laser the leak is coherent and displaces the null at first order in its amplitude. For a crossed amplitude \(\sqrt\varepsilon\) that is the same at all settings, a leak in quadrature shifts \(\psi\) by \(0.08^\circ\), also in the product rule, and a leak in phase shifts \(\Delta\) by \(0.36^\circ\), or 0.2 nm. Either shift has the same sign in both zones of one plate setting and the opposite sign at the other setting. An analyser with the same leak would add \(\frac12\varepsilon=5\times10^{-6}\), because at the null all the reflected light is polarised across it. The dark level is then \(6.1\times10^{-6}\), and the polariser offset that doubles it is \(0.43^\circ\).

**Effects outside the model.** The example assumes a sharp oxide–silicon boundary and an exactly known incidence angle. It also takes the indices as exact. A transition layer of 0.5 nm with index 2.5, both rough assumptions, placed beneath the 20 nm of oxide, changes \(\Delta\) by \(-1.00^\circ\) and reads as about 0.55 nm of additional oxide. Of this, 0.5 nm is the layer's own thickness: the oxide is overstated by about 0.55 nm, but the total film of 20.5 nm by less than 0.06 nm. An incidence angle wrong by \(0.05^\circ\) reads as 0.16 nm. If the true oxide index is 1.457 instead of 1.46, the inferred thickness moves by \(-0.07\) nm, and by \(-0.10\) nm if silicon is also \(3.882-0.019i\); this is ten times the four-zone remainder. Zone averaging cures none of these, because they alter the relation between \(\Delta\) and thickness and not the null conditions. Warming a zero-order plate by 10 K, at an assumed relative retardance drift of \(-10^{-4}\) per kelvin, shifts \(\psi\) in zone 1 by \(-0.016^\circ\), which is small beside the \(0.32^\circ\) from the plate's fixed errors. In a multiple-order plate the drift acts on the total retardance: with ten extra whole waves it is 41 times larger, and the shift of about \(-0.6^\circ\) exceeds the fixed error. The remaining values are in the numerical output.

## Computed values

```
wavelength 632.8 nm, incidence 70.0 deg
rough indices: oxide 1.46, silicon 3.88 - 0.02i
oxide thickness 20.0 nm
rho = -0.15848 +0.18555 i
psi = 13.713 deg, Delta = 130.501 deg
dDelta/dthickness = -1.809 deg/nm
ideal plate, nulls found by search (deg):
  C +45: P = 69.749, A = +13.713
  C +45: P = 159.749, A = -13.713
  C -45: P = 20.251, A = +13.713
  C -45: P = 110.251, A = -13.713
real plate: azimuth error 0.10 deg, retardance 92.0 deg, T = 0.99
  C +45: P = 70.080, A = +14.037 deg
    errors: psi +0.324, Delta -0.661 deg; thickness +0.365 nm
  C +45: P = 159.642, A = -13.396 deg
    errors: psi -0.317, Delta +0.215 deg; thickness -0.119 nm
  psi from product rule, C +45: 13.713 deg
  C -45: P = 20.562, A = +13.338 deg
    errors: psi -0.375, Delta +0.623 deg; thickness -0.345 nm
  C -45: P = 110.124, A = -14.098 deg
    errors: psi +0.385, Delta -0.252 deg; thickness +0.140 nm
  psi from product rule, C -45: 13.713 deg
two-zone mean, C +45: psi +0.0035, Delta -0.2225 deg; +0.1230 nm
two-zone mean, C -45: psi +0.0049, Delta +0.1855 deg; -0.1026 nm
four-zone mean: psi +0.0042, Delta -0.0185 deg; +0.0102 nm
extinction ratio 1e-05: dark level 1.06e-06 of polarised input
  shift of analyser minimum -2.3e-04 deg
  polariser offset that doubles the dark level 0.181 deg
incidence error 0.05 deg: Delta -0.291 deg, +0.161 nm
plate warmed by 10 K at -1e-04 per K: retardance -0.090 deg
  zone 1 psi error -0.0158 deg
transition layer 0.5 nm, index 2.5: Delta -0.999 deg, +0.552 nm
largest null-formula deviation 5.3e-15 rad
largest intensity-formula deviation 3.3e-16
largest relative product-rule deviation 1.1e-14
largest first-order coefficient deviation 4.0e-09
film response, two methods differ by 1.2e-16
```
